# Erginsoy's neutral-donor relaxation rate from a 1/k cross section

In a model semiconductor with \(10^{16}\) neutral donors per cubic centimetre, the electron mobility limited by these donors, computed with the donor electron frozen (the static-exchange approximation below), comes out as \(2.99\times10^4\ \mathrm{cm^2/(V\,s)}\) at 10 K and \(3.03\times10^4\ \mathrm{cm^2/(V\,s)}\) at 20 K. Doubling the temperature raises a typical thermal speed by a factor \(\sqrt2\), and a faster electron meets more donors per second. The mobility nevertheless changes by less than two per cent in this approximation, and by about seven per cent when the donor electron is allowed to polarize. The cross section must therefore fall with speed roughly in inverse proportion, which offsets the more frequent encounters. Erginsoy's formula idealizes this compensation.

The model has one isotropic parabolic band of mass \(m\) and a dielectric constant \(\varepsilon\). A neutral donor is a hydrogen atom in this medium: one electron bound to a fixed unit charge by the screened Coulomb force. Central-cell corrections, several valleys and anisotropic masses are left out. There are \(N\) neutral donors per volume, they scatter independently, and the spins of carriers and donors are unpolarized. The energy of a carrier is too low to excite a donor, so all scattering is taken as elastic. Capture of the carrier into the weakly bound negative donor state \(D^-\), the analogue of \(\mathrm H^-\), is left out; in the example below its binding is 0.75 meV in static exchange and about 1.6 meV (18 K) for the true \(\mathrm H^-\) affinity, so at 5 to 10 K a large share of the extra electrons can be trapped, and the mobility refers to those that remain free.

**The rate that relaxes momentum.** A field along \(z\) distorts the distribution into \(f=f_0(E)+g(E)\cos\theta\), where \(\theta\) is the angle between \(\mathbf k\) and \(z\). An electron of speed \(v\) is scattered into the solid angle \(d\Omega\) at the rate \(Nv(d\sigma/d\Omega)d\Omega\). Elastic scattering in and out gives, with final-state occupation included, \(f'(1-f)-f(1-f')=f'-f\). The products cancel, so the collision term is the same with or without degeneracy:

\[
\left(\frac{\partial f}{\partial t}\right)_{\rm coll}=Nv\int\frac{d\sigma}{d\Omega}\,g(E)\,(\cos\theta'-\cos\theta)\,d\Omega .
\]

The isotropic part \(f_0\) has dropped out because the energy is unchanged. Let \(\Theta\) be the scattering angle and \(\varphi\) the azimuth about the initial direction. Then \(\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\varphi\). The cross section does not depend on \(\varphi\), so the last term integrates to zero, and

\[
\left(\frac{\partial f}{\partial t}\right)_{\rm coll}=-\frac{g\cos\theta}{\tau},\qquad
\frac1\tau=Nv\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\Theta)\frac{d\sigma}{d\Omega}\,d\Omega .
\]

The cross section that matters is the one for momentum transfer. A forward deflection hardly counts, and a reversal counts twice.

For one total spin, the scattering amplitude is \(k^{-1}\sum_l(2l+1)b_lP_l(\cos\Theta)\), with \(b_l=e^{i\delta_l}\sin\delta_l\) and phase shifts \(\delta_l\). Orthogonality of the Legendre polynomials gives the total cross section \((4\pi/k^2)\sum_l(2l+1)\sin^2\delta_l\). For the part with \(\cos\Theta\), the needed integral is

\[
\int_{-1}^{1}xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} ,
\]

and only neighbouring \(l\) are coupled. Each pair occurs twice in the squared amplitude, once with its complex conjugate, so

\[
\int\cos\Theta\,\frac{d\sigma}{d\Omega}\,d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\,\mathrm{Re}(b_lb_{l+1}^*) .
\]

In the total cross section, split \(2l+1=(l+1)+l\) and shift the summation index in the second part. This turns \(\sum(2l+1)|b_l|^2\) into \(\sum(l+1)(|b_l|^2+|b_{l+1}|^2)\). The difference of the two integrals is then a sum of squares:

\[
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)|b_l-b_{l+1}|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}) .
\]

The last step uses \(b_l=(e^{2i\delta_l}-1)/2i\), so that \(|b_l-b_{l+1}|=|e^{2i\delta_l}-e^{2i\delta_{l+1}}|/2=|\sin(\delta_l-\delta_{l+1})|\). If only \(\delta_0\) differs from zero, scattering is isotropic and \(\sigma_{\rm tr}\) equals the total cross section.

A carrier and a donor electron with random spins form a singlet with probability \(1/4\) and one of three triplet states with probability \(3/4\). Total spin is conserved by the Coulomb forces, so the two cases do not interfere in the average:

\[
\sigma=\tfrac14\sigma_{\rm singlet}+\tfrac34\sigma_{\rm triplet}.
\]

**From hydrogen to the donor.** The Hamiltonian of the carrier and the donor electron contains kinetic terms \(-\hbar^2\nabla^2/2m\) and Coulomb terms of size \(e^2/(4\pi\varepsilon_0\varepsilon r)\). Measure lengths in units of

\[
a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2}=\varepsilon\,\frac{m_e}{m}\,a_0 ,
\]

where \(a_0\) is the Bohr radius. The kinetic terms acquire the factor \(\hbar^2/(ma^2)\). The Coulomb terms acquire \(e^2/(4\pi\varepsilon_0\varepsilon a)\), which is the same number by the definition of \(a\). What remains is the Hamiltonian of an electron and a hydrogen atom in Hartree units. A cross section is an area and can depend on \(k\) only through \(ka\), hence \(\sigma(k)=a^2S(ka)\), with \(S\) the function for hydrogen. If \(S=A/(ka)\) in some range, then there

\[
\sigma_{\rm tr}=\frac{Aa}{k}.
\]

The velocity is \(v=\hbar k/m\), and the wave number cancels:

\[
\frac1\tau=N\,\frac{\hbar k}{m}\,\frac{Aa}{k}=\frac{A\hbar aN}{m}.
\]

Erginsoy's rate is this expression with \(A=20\). For another power, \(\sigma_{\rm tr}\propto k^{-p}\), the rate would vary as \(k^{1-p}\), so energy independence requires \(p=1\). The kinetic argument gives the structure of the formula and says nothing about the value of \(A\) or the range of the law. Both must come from the scattering problem.

**Where the inverse wave number comes from.** In Hartree units for hydrogen, let \(\phi(\mathbf r)=e^{-r}/\sqrt\pi\) be the bound orbital and \(F\) the orbital of the carrier. The static-exchange approximation takes

\[
\Psi_\pm=F(\mathbf r_1)\phi(\mathbf r_2)\pm F(\mathbf r_2)\phi(\mathbf r_1),
\]

with the upper sign for the singlet and the lower for the triplet. The Hamiltonian is \(h_1+h_2+1/r_{12}\) with \(h=-\nabla^2/2-1/r\), and the energy is \(E=-\tfrac12+k^2/2\). Multiply \((H-E)\Psi_\pm=0\) by \(\phi(\mathbf r_2)\) and integrate over \(\mathbf r_2\). In the first term \(h_2\) gives \(-\tfrac12\), which cancels the same number in \(E\). In the second, \(h_1\) acts on \(\phi(\mathbf r_1)\), and \(h_2\) can be moved to the left onto \(\phi(\mathbf r_2)\), because \(\phi\) decays exponentially. Each gives \(-\tfrac12\), so \(-1-E=-(1+k^2)/2\) remains:

\[
\left(-\tfrac12\nabla^2+V-\tfrac12k^2\right)F
\pm\phi\left[\int\frac{\phi F}{r_{12}}\,d^3r_2-\frac{1+k^2}{2}\langle\phi|F\rangle\right]=0 .
\]

The static potential \(V\) is the nuclear attraction plus the repulsion of the bound charge. With the radial function \(P(r)=2re^{-r}\), the latter is

\[
\frac1r\int_0^rP^2ds+\int_r^\infty\frac{P^2}{s}\,ds
=\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(1+2r)e^{-2r},
\]

which equals \(1/r-(1+1/r)e^{-2r}\). Therefore \(V=-(1+1/r)e^{-2r}\): outside the bound charge the donor is neutral, and inside it the carrier feels the nucleus.

Now write \(F=(u/r)Y_{lm}\) and multiply by two. Since \(\phi\) is spherical, only multipole \(l\) of \(1/r_{12}\) survives, with weight \(1/(2l+1)\):

\[
-u''+\left[\frac{l(l+1)}{r^2}+2V-k^2\right]u\pm2Xu=0,
\]

\[
Xu=P(r)\left[\frac1{2l+1}\int_0^\infty\frac{r_<^{\,l}}{r_>^{\,l+1}}P(s)u(s)\,ds-\delta_{l0}\,\frac{1+k^2}{2}\int_0^\infty P(s)u(s)\,ds\right],
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r\) and \(s\). For the triplet, \(F=\phi\) makes \(\Psi_-\) vanish, so \(u=P\) solves the s-wave equation at every energy without describing a state. Adding a multiple of it changes neither \(\Psi_-\) nor the phase shift. The condition \(\int Pu\,dr=0\) selects one solution. The vanishing of the full triplet operator on \(P\) was tested numerically and checks the relative signs of the static, exchange and overlap terms.

At small \(k\), each s-wave obeys \(k\cot\delta_0\simeq-1/\alpha\) to leading order, with a scattering length \(\alpha\). Since \(\sin^2\delta_0=1/(1+\cot^2\delta_0)\),

\[
k\sigma\simeq\frac{4\pi k\alpha^2}{1+k^2\alpha^2}.
\]

This grows linearly for \(k|\alpha|\ll1\), where \(\sigma\) is constant, and falls as \(1/k\) for \(k|\alpha|\gg1\), where \(\sigma\) reaches the largest s-wave value \(4\pi/k^2\). Between the two lies a maximum at \(k=1/|\alpha|\). At a maximum of \(k\sigma\) one has \(d\ln\sigma/d\ln k=-1\), so there the cross section varies locally as \(1/k\). The inverse wave number thus belongs to a crossover and is not a threshold law.

One such maximum stays within 19 per cent of its peak over a factor 3.9 in \(k\) in this leading-order form. Here there are two. At \(ka=0.02\) the computed s-wave phases are 2.9802 for the singlet and 3.0946 for the triplet. From \(\alpha\simeq-\tan\delta_0/k\) the scattering lengths are about \(8.1a\) and \(2.4a\), which puts the maxima near \(ka=0.12\) and \(0.43\) in this leading-order estimate. The phases at higher energy bear out the picture, with the maxima shifted to \(ka\simeq0.14\) and \(0.49\). With the spin weights included, the contributions to \(k\sigma/a\) are

\[
\frac{\pi}{ka}\sin^2\delta_0^{\rm singlet}\quad\text{and}\quad\frac{3\pi}{ka}\sin^2\delta_0^{\rm triplet}.
\]

At \(ka=0.2\) the phases 1.8702 and 2.6791 give \(14.3+9.4=23.7\). At \(ka=0.4\) the phases 1.2395 and 2.2573 give \(7.0+14.1=21.1\). The singlet part has halved while the triplet part has grown by half, and the sum has changed by about a tenth. The staggered maxima of the two spin channels widen the flat range: with the computed phases each channel alone stays within 19 per cent of its peak over a factor of about 3 in \(k\), their sum over a factor of about 5.

Over \(0.1\le ka\le0.5\) the s-wave coefficient lies between 19.2 and 23.7. Erginsoy's 20 is a fair round number for it. The s-wave alone cannot keep this value at higher energy: \(\sin^2\delta_0\le1\) implies \(k\sigma/a\le4\pi/(ka)\), which drops below 20 at \(ka=\pi/5\simeq0.63\).

**Total cross section or momentum transfer.** The p-wave phases are small, but they enter \(\sigma_{\rm tr}\) through interference with the large s-wave. At \(ka=0.5\) the triplet has \(\delta_0=2.0701\) and \(\delta_1=0.1693\). The difference 1.9008 is closer to \(\pi/2\) than \(\delta_0\) is, so \(\sin^2\) rises from 0.771 to 0.895. In the singlet, \(\delta_0=1.0315\) and \(\delta_1=-0.0703\). The difference 1.1018 is again closer to \(\pi/2\), and \(\sin^2\) rises from 0.736 to 0.796. Adding the terms \(2\sin^2\delta_1\), which follow from the sum when \(\delta_2\) is neglected, gives

\[
\frac{k\sigma_{\rm tr}}a\simeq\frac{\pi}{0.5}(0.796+0.010)+\frac{3\pi}{0.5}(0.895+0.057)\simeq23.0 .
\]

The sum with the d-wave included is 22.9. The total cross section gives 20.9 and the s-wave alone 19.2. Momentum transfer exceeds the total cross section, so scattering at this energy is weighted towards the backward direction.

The interference also flattens the curve. For \(0.2\le ka\le0.5\) the momentum-transfer coefficient stays between 22.9 and 24.7. In the static-exchange approximation, then, the law \(\sigma_{\rm tr}=Aa/k\) holds in this window within a few per cent, with \(A\) near 24 rather than 20. This does not settle the better value for a real hydrogen atom. The approximation freezes the bound electron and so leaves out its polarization by the carrier and the correlation of the two electrons. What the calculation supports is an approximate \(1/k\) law with a coefficient of roughly this size. The constancy within a few per cent is a result of the static-exchange approximation and does not carry over unchanged to a donor whose electron can respond. Adding an adiabatic polarization potential, \(-9/(4r^4)\) at large \(r\), lowers the momentum-transfer coefficient at \(ka=0.1\) from 19.6 to about 14 and lets it run from about 21.5 to 26 over \(0.2\le ka\le0.5\), with the peak near \(ka=0.4\). The ratios to Erginsoy's mobility found below, 0.872, 0.832 and 0.845 at 5, 10 and 20 K, then become about 1.04, 0.90 and 0.83.

**Mobility.** For carriers of charge \(-e\) in a field \(\mathcal F\) along \(z\), the stationary Boltzmann equation to first order in the field is

\[
-\frac{e\mathcal F}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau},
\qquad
f_1=e\mathcal F\tau v_z\frac{\partial f_0}{\partial E},
\]

where \(f_1=g\cos\theta\) and \(\partial E/\partial k_z=\hbar v_z\). The current density is \(-e\) times the sum of \(v_zf_1\). With a density of states \(C\sqrt E\) and the angular average \(v_z^2\to v^2/3=2E/3m\),

\[
j=\frac{2e^2\mathcal F}{3m}\,C\int_0^\infty\tau E^{3/2}\left(-\frac{\partial f_0}{\partial E}\right)dE .
\]

If \(\tau\) is constant, integration by parts gives \(\tfrac32\tau\int E^{1/2}f_0\,dE\). The boundary terms vanish, and \(C\int E^{1/2}f_0\,dE\) is the carrier density \(n\). Hence \(j=ne^2\tau\mathcal F/m\), and the mobility \(\mu=j/(ne\mathcal F)\) is \(e\tau/m\) for any degeneracy. Inserting the rate and then the definition of \(a\),

\[
\mu=\frac{e}{A\hbar aN}=\frac{e^3m}{4\pi A\,\varepsilon_0\varepsilon\hbar^3N}
\;\xrightarrow{\,A=20\,}\;\frac{e^3m}{80\pi\varepsilon_0\varepsilon\hbar^3N}.
\]

This mobility increases with the mass. A heavier carrier is accelerated less, which costs one factor of \(m\), but \(1/\tau\propto a/m\propto\varepsilon/m^2\) gains two, because the donor is smaller and the carrier slower at given \(k\). Temperature enters the formula only through \(N\), which counts neutral donors. As donors ionize on warming, \(N\) falls and this contribution to scattering weakens.

**The numbers.** The example takes \(m=0.3m_e\), \(\varepsilon=12\) and \(N=10^{16}\ \mathrm{cm^{-3}}\), round values not meant for a particular material. The donor radius is \(a=(12/0.3)a_0=40a_0=2.117\) nm, and the binding energy is \(E_b=\hbar^2/(2ma^2)=28.3\) meV. With \(\hbar^2/m=2E_ba^2\), Erginsoy's rate can be written as a level width:

\[
\frac\hbar\tau=2A\,Na^3E_b=40\times(9.484\times10^{-5})\times28.345\ \mathrm{meV}=0.1075\ \mathrm{meV}.
\]

Division by \(\hbar\) gives \(1/\tau=1.63\times10^{11}\ \mathrm{s^{-1}}\), that is \(\tau=6.12\) ps, and \(\mu=e\tau/m=3.59\times10^4\ \mathrm{cm^2/(V\,s)}\).

Independent scattering requires at least two conditions. The donors must be far apart on the scale of their radius, \(Na^3\ll1\), which is well satisfied. At low energy the singlet scattering length \(\alpha\simeq8.1a\) is a stricter measure than the radius, and \(N\alpha^3\simeq0.05\) is still small. The mean free path \(\ell=1/(N\sigma)=k/(AaN)\) must also be long compared with \(1/k\):

\[
k\ell=\frac{(ka)^2}{A\,Na^3}\gg1 .
\]

An electron of energy \(E\) has \((ka)^2=E/E_b\). At \(E=k_BT\) and with \(A=20\), \(k\ell\) is 32 at 20 K, 16 at 10 K, 8 at 5 K and 1.6 at 1 K. The last value is too small for the Boltzmann description to be trusted.

The energy dependence that remains can be followed by averaging \(\tau\) with the computed \(\sigma_{\rm tr}\). For non-degenerate carriers \(-\partial f_0/\partial E=f_0/k_BT\), and with \(x=E/k_BT\) the current integral becomes

\[
\mu=\frac em\,\frac{\int_0^\infty\tau\,x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}.
\]

The mean of \(x\) under this weight is \(5/2\), so the typical wave number is \(\sqrt{5/2}\) times that at \(E=k_BT\). From \(ka=0.174\) at 10 K and 0.247 at 20 K one finds typical values of 0.28 and 0.39, both in the flat window. The mobility is 0.832 and 0.845 times Erginsoy's value. Dividing 20 by these ratios gives effective coefficients of 24.0 and 23.7, in agreement with the plateau. The reduction of about 16 per cent relative to Erginsoy's mobility therefore reflects the larger coefficient and not a failure of energy independence. At 5 K, where the typical \(ka\) is 0.19, the ratio is 0.872.

At 1 K the typical \(ka\) is 0.09, below the window, and the ratio is 1.26. Here \(k\sigma_{\rm tr}\) is well below its plateau, so the rate is smaller and the mobility higher. Deep in this regime \(\sigma_{\rm tr}\) is constant, \(\tau\propto1/k\), and the average gives \(\mu\propto T^{-1/2}\). Since \(k\ell\) at \(E=k_BT\) is only of order one in the example (1.6 with \(A=20\), 2.5 with the computed coefficient 12.9), the 1 K figure shows the trend of the formula rather than a reliable mobility. A lower donor density would make this regime accessible to the Boltzmann equation, because \(k\ell\) grows as \(1/N\) at fixed energy.

The purely elastic treatment ends at the donor's first excitation, which costs \(\tfrac34E_b\) and opens at \(ka=\sqrt{3/4}\simeq0.87\). At 20 K a fraction of about \(2\times10^{-4}\) of the weight in the average lies above it, so the neglect of inelastic scattering is harmless here. At higher temperature that fraction grows, the coefficient falls below its plateau, having reached 20.6 at \(ka=0.6\), and donors ionize. The constant rate is thus a statement about a window of energies, roughly from \(0.04E_b\) to \(0.25E_b\) for the momentum-transfer plateau in static exchange; polarization of the donor moves the window to somewhat higher energy. The phase shifts and coefficients at seven wave numbers are listed in the numerical output below.

## Computed values

```
Static-exchange phase shifts (rad; s-wave modulo pi)
ka    singlet s  triplet s  singlet p  triplet p
0.02    2.9802     3.0946    -0.0000     0.0000
0.10    2.3958     2.9076    -0.0012     0.0022
0.20    1.8702     2.6791    -0.0084     0.0167
0.30    1.5081     2.4611    -0.0240     0.0511
0.40    1.2395     2.2573    -0.0461     0.1050
0.50    1.0315     2.0701    -0.0703     0.1693
0.60    0.8691     1.9006    -0.0920     0.2318
Coefficients k*sigma/a (dimensionless)
ka    s-wave   total   momentum-transfer
0.02    5.10    5.10    5.10
0.10   19.53   19.53   19.59
0.20   23.72   23.76   24.31
0.30   22.87   23.13   24.65
0.40   21.12   21.95   24.21
0.50   19.15   20.86   22.91
0.60   17.11   19.75   20.63
s-wave maximum: 23.72 at ka = 0.20
momentum-transfer maximum: 24.66 at ka = 0.28
s-wave range, ka 0.1 to 0.5: 19.15 to 23.72
momentum-transfer range, ka 0.2 to 0.5: 22.91 to 24.66; grid mean 24.19
Model: m/m_e = 0.3, eps = 12.0, N = 1.0e+16 cm^-3
donor radius a = 2.1167 nm
donor binding energy = 28.345 meV
N a^3 = 9.484e-05
Erginsoy coefficient A = 20
Erginsoy rate 1/tau = 1.6336e+11 s^-1
relaxation time tau = 6.121 ps
Erginsoy mobility = 3.5887e+04 cm^2/(V s)
Thermal averages with static-exchange momentum-transfer sigma
T =  1.0 K: ka at E=kT 0.055, k*path (A=20) 1.60
  mobility 4.5295e+04 cm^2/(V s), ratio to Erginsoy 1.262
T =  5.0 K: ka at E=kT 0.123, k*path (A=20) 8.01
  mobility 3.1308e+04 cm^2/(V s), ratio to Erginsoy 0.872
T = 10.0 K: ka at E=kT 0.174, k*path (A=20) 16.03
  mobility 2.9874e+04 cm^2/(V s), ratio to Erginsoy 0.832
T = 20.0 K: ka at E=kT 0.247, k*path (A=20) 32.06
  mobility 3.0319e+04 cm^2/(V s), ratio to Erginsoy 0.845
weight above excitation threshold at 20 K: 1.6e-04
```
